# Callaway thermal conductivity with normal and resistive phonon collisions, part 1

(Sections cited here and not found follow in the second part.)

## First half: one branch, from a momentum balance to the drift correction

### What dimensions and symmetry allow

A crystal carries a small steady temperature gradient. To first order the heat flux is linear in $\nabla T$, and if the crystal is isotropic no direction is available except that of the gradient. Hence

$$\mathbf j=-\kappa\,\nabla T ,$$

with a scalar $\kappa$. Suppose that the phonons form one branch with the linear law $\omega=vq$, and that two constant times describe their collisions. Normal collisions conserve the total crystal momentum and act in a time $\tau_N$. Resistive collisions do not conserve it and act in a time $\tau_R$; they comprise umklapp processes, defects and boundaries. With $C_V$ the heat capacity per volume, the product $C_Vv^2\times$(time) has the dimension of a thermal conductivity, because

$$\frac{\mathrm J}{\mathrm{m^3\,K}}\cdot\frac{\mathrm{m^2}}{\mathrm{s^2}}\cdot\mathrm s=\frac{\mathrm W}{\mathrm{m\,K}} .$$

If no other quantity enters, which the balance below will confirm, the answer has the form

$$\kappa=C_Vv^2\tau_R\,F(\tau_R/\tau_N).$$

Dimensions leave the function $F$ open. A conservation law fixes it. A phonon of wave vector $\mathbf q$ carries the energy $\hbar\omega$ at the velocity $v\hat{\mathbf q}$. For the linear law its contribution to the heat flux is

$$\hbar\omega\,v\,\hat{\mathbf q}=\hbar vq\,v\,\hat{\mathbf q}=v^2\,\hbar\mathbf q .$$

The heat flux is thus $v^2$ times the density $\mathbf P$ of crystal momentum. Collisions that conserve $\mathbf P$ cannot change $\mathbf j$, so in this model $\tau_N$ must drop out and $F$ must be a pure number.

### The number, from a momentum balance

Let the gradient $G=dT/dz$ point along $z$, and let $\mu=\cos\theta$ be the cosine of the angle between $\mathbf q$ and $z$. The occupation $n$ of a mode obeys the Boltzmann equation

$$\frac{\partial n}{\partial t}+v\mu\,\frac{\partial n}{\partial z}=\left(\frac{\partial n}{\partial t}\right)_{\rm coll}.$$

In the second term $n$ may be replaced by the local Planck function $n_0=1/(e^{\hbar\omega/k_BT}-1)$. The deviation $n-n_0$ is itself of first order in $G$, and in a uniform gradient its spatial derivative is of second order. Then $\partial n/\partial z=G\,n_0'$, where the prime means $\partial/\partial T$ throughout.

Sums over modes per volume are written

$$\sum_{\rm modes}F\;\to\;g\int\frac{d^3q}{(2\pi)^3}F=g\int_0^{q_D}\frac{q^2dq}{2\pi^2}\;\frac12\int_{-1}^{1}d\mu\,F ,$$

with $g$ the number of equal polarizations and $q_D$ the cut-off wave number. Below, $\sum$ without a label means what is left, $g\int q^2dq/2\pi^2$, once the average over $\mu$ has been taken. That average gives $\overline{\mu}=0$ and $\overline{\mu^2}=1/3$. The heat capacity of a mode is

$$C=\hbar\omega\,n_0' ,\qquad C_V=\sum C .$$

Now multiply the Boltzmann equation by $\hbar q\mu$ and sum over modes. The gradient term becomes

$$G\sum_{\rm modes}\hbar q\mu\,v\mu\,n_0'=\frac G3\sum\hbar\omega\,n_0'=\frac{C_VG}{3},$$

since $qv=\omega$. Normal collisions contribute nothing. Resistive collisions, which relax $n$ towards $n_0$, contribute $-P/\tau_R$, because $n_0$ is even in $\mu$ and carries no momentum. The balance is

$$\frac{dP}{dt}=-\frac{C_VG}{3}-\frac{P}{\tau_R}.$$

In the steady state $P=-C_V\tau_RG/3$, and $j=v^2P$ gives

$$\boxed{\kappa=\tfrac13C_Vv^2\tau_R}\qquad\text{(constant }\tau_R\text{, one linear branch)} .$$

So $F=1/3$. The limit $\tau_R\to\infty$ tests the sense of this result: without resistive collisions the momentum grows at a constant rate, no steady state exists, and $\kappa$ diverges.

It is instructive to compare this with what follows if both kinds of collision are allowed to relax the phonons towards the resting distribution $n_0$. The rates then add to

$$\frac1{\tau_C}=\frac1{\tau_N}+\frac1{\tau_R},$$

and the same balance gives $C_Vv^2\tau_C/3$. This is too small by the factor $\tau_C/\tau_R=\tau_N/(\tau_N+\tau_R)$. The fault is that normal collisions have been made to destroy momentum. The remedy is to let them relax the phonons towards a different target.

### The distribution that normal collisions leave alone

Consider a process in which phonons 1 and 2 merge into phonon 3. Its rate is proportional to $n_1n_2(1+n_3)$, and that of the reverse process to $(1+n_1)(1+n_2)n_3$, with the same matrix element. Try the drifting Planck function

$$n_u=\frac1{e^{X}-1},\qquad X=\frac{\hbar(\omega-\mathbf q\cdot\mathbf u)}{k_BT},$$

for which $n_u/(1+n_u)=e^{-X}$. The ratio of the forward to the reverse rate is

$$\frac{n_1}{1+n_1}\,\frac{n_2}{1+n_2}\,\frac{1+n_3}{n_3}=e^{X_3-X_1-X_2}.$$

Energy conservation, $\omega_3=\omega_1+\omega_2$, removes the frequencies from the exponent and leaves

$$X_3-X_1-X_2=-\frac{\hbar\,\mathbf u\cdot(\mathbf q_3-\mathbf q_1-\mathbf q_2)}{k_BT}.$$

In a normal process $\mathbf q_3=\mathbf q_1+\mathbf q_2$. The exponent vanishes, the two rates balance, and the drifting distribution is stationary for every $\mathbf u$ that keeps $\omega-\mathbf q\cdot\mathbf u$ positive in all modes. A faster drift would make some occupations negative. In an umklapp process $\mathbf q_1+\mathbf q_2=\mathbf q_3+\mathbf g$ with a reciprocal-lattice vector $\mathbf g\neq0$. The exponent is then $\hbar\,\mathbf u\cdot\mathbf g/k_BT$, which is not zero for a general drift. If $\mathbf u\cdot\mathbf g>0$, merging outpaces its reverse, and each merging changes the crystal momentum by $-\hbar\mathbf g$, against the drift. If $\mathbf u\cdot\mathbf g<0$, the reverse process wins and adds $\hbar\mathbf g$, which again opposes the drift. Umklapp processes thus wear the drift down.

Callaway's model turns this into a simple collision term. Normal collisions relax a mode towards $n_u$ at the rate $N=1/\tau_N$, and resistive collisions relax it towards $n_0$ at the rate $R=1/\tau_R$. Both rates may now depend on frequency. The steady equation is

$$v\mu G\,n_0'=-N(n-n_u)-R(n-n_0).$$

This is a model: a true three-phonon collision term couples each mode to many others with separate strengths. The model keeps one feature of that coupling, the conserved momentum, and the drift $u$ is the quantity through which it does so.

### Solving for one linear branch

By symmetry $\mathbf u$ lies along $z$, and $\mathbf q\cdot\mathbf u=q\mu u$. Two derivatives of the Planck function are needed. With $x=\hbar\omega/k_BT$ one has $dn_0/dx=-n_0(n_0+1)$. Since $\partial x/\partial T=-x/T$,

$$n_0'=n_0(n_0+1)\frac{\hbar\omega}{k_BT^2}.$$

The drift lowers $x$ by $\hbar q\mu u/k_BT$, so to first order in $u$

$$n_u-n_0=n_0(n_0+1)\frac{\hbar q\mu u}{k_BT}=\frac{T}{\omega}\,q\mu u\,n_0' .$$

The expansion requires both $|u|q/\omega\ll1$ and $\hbar q|u|\ll k_BT$. For modes with $\hbar\omega$ up to about $10\,k_BT$, which hold nearly all the heat capacity, both conditions are met by a drift much slower than sound. For the linear branch $q/\omega=1/v$.

A gradient pointing along $+z$ drives phonons towards $-z$. This suggests writing

$$u=-\frac{v^2\beta}{T}\,G ,$$

where $\beta$ is an unknown with the dimension of time. Then

$$n_u-n_0=-\mu v\beta G\,n_0' .$$

Collect the terms in $n-n_0$ in the Boltzmann equation:

$$(N+R)(n-n_0)=N(n_u-n_0)-v\mu G\,n_0' .$$

With $\tau_C=1/(N+R)$ this gives

$$n-n_0=-\mu vG\,\tau_C(1+\beta N)\,n_0' .$$

Each mode behaves as if it had the relaxation time $\tau_C(1+\beta N)$, longer than $\tau_C$ when $\beta>0$.

The value of $\beta$ follows from the demand that normal collisions conserve crystal momentum:

$$\sum_{\rm modes}\hbar q\mu\,N(n-n_u)=0 .$$

Subtract the two deviations found above:

$$n-n_u=-\mu vG\,n_0'\left[\tau_C(1+\beta N)-\beta\right].$$

The bracket equals $\tau_C-\beta(1-\tau_CN)$. Because $1-\tau_CN=(N+R)\tau_C-N\tau_C=\tau_CR$, it reduces to $\tau_C(1-\beta R)$. With $\hbar qv\,n_0'=C$ and $\overline{\mu^2}=1/3$, the momentum condition becomes

$$\sum C\,\tau_CN\,(1-\beta R)=0\qquad\Rightarrow\qquad
\boxed{\beta=\frac{\sum C\,\tau_CN}{\sum C\,\tau_CNR}} .$$

Thus $1/\beta$ is an average of the resistive rate $R$ with the positive weight $C\tau_CN$, so $\beta$ is positive and lies between the smallest and the largest resistive time in the branch. The factor $1-\beta R$ has a direct meaning. Modes with $\tau_R>\beta$ run ahead of the common drift and hand momentum to the others through normal collisions. Modes with $\tau_R<\beta$ lag behind and receive it.

Energy must be conserved too. The sum $\sum_{\rm modes}\hbar\omega N(n-n_u)$ vanishes to first order because $n-n_u$ is odd in $\mu$ while the other factors are even. The same argument serves for the resistive term. No further condition is needed at this order.

### The conductivity of one branch

The heat flux is

$$j=\sum_{\rm modes}\hbar\omega\,v\mu\,(n-n_0)=-\frac G3\,v^2\sum C\,\tau_C(1+\beta N),$$

where $n_0$ has been subtracted because it carries no flux. Inserting $\beta$ gives

$$\boxed{\kappa=\frac{v^2}{3}\left[\sum C\tau_C+\frac{\left(\sum C\,\tau_CN\right)^2}{\sum C\,\tau_CNR}\right]} .$$

The first term, $\kappa_1$, counts all collisions as resistive. The second, $\kappa_2$, restores the momentum that normal collisions do not destroy. It is a square divided by a positive sum, so it raises the conductivity.

For three equal polarizations the familiar integral form follows from $q=\omega/v$ and $\omega=k_BTx/\hbar$. Since $q^2dq=\omega^2d\omega/v^3$ and $C=k_Bx^2e^x/(e^x-1)^2$,

$$\kappa_1=\frac{k_B}{2\pi^2v}\left(\frac{k_BT}{\hbar}\right)^3\int_0^{x_D}\tau_C\,J\,dx,\qquad J=\frac{x^4e^x}{(e^x-1)^2},$$

where $x_D=\hbar vq_D/k_BT$ and the factor $g/3$ is one. In $\kappa_2$ the same prefactor stands before

$$\left(\int_0^{x_D}\frac{\tau_C}{\tau_N}J\,dx\right)^2\bigg/\int_0^{x_D}\frac{\tau_C}{\tau_N\tau_R}J\,dx .$$

### Limits of the one-branch result

*Constant resistive rate.* If $R$ does not depend on frequency, it leaves the sum in the denominator of $\beta$, and $\beta=1/R=\tau_R$. The effective time is $\tau_C(1+N/R)=\tau_C(N+R)/R=\tau_R$ for every mode, whatever the frequency dependence of $N$. The momentum balance is recovered, $\kappa=C_Vv^2\tau_R/3$.

The size of the correction in such a case can be seen for one longitudinal branch with $v=8000$ m/s, $q_D=10.88\ \mathrm{nm^{-1}}$, $T=300$ K, $\tau_R=30$ ps and $N=B\omega^2T$ with $B=5\times10^{-20}$ s/K. The steady Boltzmann equation with the full drifting Planck function, solved on a grid of wave numbers and angles with $u$ found by a root search, gives $\kappa=152$ W/(m K). The term $\kappa_1$ alone, summed by quadrature, is 58 W/(m K).

*Weak normal collisions.* Replace $N$ by $sN$ and let $s\to0$. If $\sum CN/R$ converges at small $q$, the numerator of $\kappa_2$ falls as $s^2$ and its denominator as $s$, so $\kappa_2\to0$. What remains is $\frac13v^2\sum C/R$, in which the modes conduct side by side and their times are averaged. This limit is finite only if $\sum C/R$ converges. For point-defect scattering alone, $R\propto\omega^4$, it does not, and $\kappa$ grows without limit as $s\to0$.

*Strong normal collisions.* For $s\to\infty$, $\tau_C\to0$ and $\tau_CN\to1$. Then $\kappa_1\to0$ and

$$\kappa\to\frac{v^2}{3}\,\frac{\left(\sum C\right)^2}{\sum CR}.$$

All modes now share one drift, and their resistive rates are averaged instead of their times. A few strongly scattered modes can brake the whole gas.

*Momentum balance for any rates.* The momentum supplied by the gradient must equal that lost to resistive collisions, which requires $\sum C=\sum CR\,\tau_C(1+\beta N)$. The right side is $\sum CR\tau_C+\beta\sum C\tau_CNR$. By the definition of $\beta$ the second part equals $\sum C\tau_CN$, and the two parts add to $\sum C\tau_C(R+N)=\sum C$, as required.

## Second half: several branches, bounds, and a heated device layer

The symbols carried over are these. A mode has heat capacity $C$, group velocity $v$, normal rate $N$, resistive rate $R$ and $\tau_C=1/(N+R)$. The gradient is $G$ along $z$, $\mu$ is the direction cosine, $n_0'=\partial n_0/\partial T$, and $\sum$ runs over branches and wave numbers after the angular average $\overline{\mu^2}=1/3$. Normal collisions relax the phonons towards a Planck distribution drifting at $u$, resistive ones towards the resting distribution $n_0$. For one linear branch, momentum conservation gave $\kappa=\frac13v^2\sum C\tau_C(1+\beta N)$ with $\beta=\sum C\tau_CN/\sum C\tau_CNR$.

For one linear branch, momentum conservation in normal collisions has fixed the drift and given the conductivity as $\kappa_1$ plus a positive correction $\kappa_2$. What remains is to extend the result to several branches and bent dispersion, to bound the conductivity, and to apply the model to a heated layer with parameters in the range of gallium nitride.
